\section*{The Sham-Schlüter equation and the exchange-only optimized effective potential, part 2}

A Kohn-Sham program needs a local potential $v_{xc}$; many-body theory gives a nonlocal, energy-dependent self-energy $\Sigma_{xc}$. The Sham-Schl\"uter equation (SSE) maps one onto the other. Its linearized Fock form is now compared with the exchange-only optimized effective potential (OEP).

Take $N$ electrons in a gapped closed-shell ground state at $T=0$, with $h_0=-\hbar^2\nabla^2/2m+v$, real symmetric interaction $w$ and $v_H[n]=\int w\,n$. Operators refer to one spin direction; factors 2 are spin sums. Energies are in eV; $z=\mu+i\xi$ with $\mu$ in the gap. The interacting $G=(z-h_0-v_H[n]-\Sigma_{xc})^{-1}$ has density matrix $\gamma$ and density $n$; $G_s=(z-h_s)^{-1}$ has $\gamma_s$, $n_s$, orbitals $\varphi_p$ and levels $\varepsilon_p$ ($i$ occupied, $a$ empty), where $h_s=h_0+v_H+v_{xc}$ and $v_s=v+v_H+v_{xc}$. With $\Delta=\Sigma_{xc}-v_{xc}$, $u=\varepsilon-\mu$, and $f=1$ for $\varepsilon<\mu$, $f=0$ otherwise,
\begin{equation}
\int\frac{d\xi}{2\pi}\frac{1}{i\xi-u}=\int\frac{d\xi}{2\pi}\frac{-u-i\xi}{u^2+\xi^2}=-\frac{u}{2\pi}\frac{\pi}{|u|}=f-\tfrac12 ,
\label{eq:pole}
\end{equation}
\begin{equation}
\gamma=\tfrac12\,1+\int\frac{d\xi}{2\pi}\,G(\mu+i\xi),\qquad n(\mathbf r)=2\gamma(\mathbf r,\mathbf r).
\label{eq:gam}
\end{equation}
\begin{equation}
\Sigma_{xc}(\infty)=\Sigma_x[\gamma],\qquad \Sigma_x[\gamma](\mathbf r,\mathbf r')=-w(\mathbf r,\mathbf r')\,\gamma(\mathbf r,\mathbf r').
\label{eq:fock}
\end{equation}
\begin{equation}
G-G_s=G_s\,\Delta\,G .
\label{eq:dyson}
\end{equation}
\begin{equation}
\int d^3r'\left[2\!\int\!\frac{d\xi}{2\pi}G_s(\mathbf r,\mathbf r')G(\mathbf r',\mathbf r)\right]v_{xc}(\mathbf r')=2\!\int\!\frac{d\xi}{2\pi}[G_s\Sigma_{xc}G](\mathbf r,\mathbf r).
\label{eq:sse}
\end{equation}
The SSE residual, right side minus left, is $n-n_s$. Its trace is $N-N_s$, with $N_s$ twice the number of levels of $h_s$ below $\mu$. Constant shifts of $v_{xc}$ preserve roots while $\mu$ stays in the Kohn-Sham gap.

Linearizing replaces $G$ by $G_s$ in the outer factor and inside the self-energy, and builds $v_H$ from $n_s$. Keeping only the Fock term,
\begin{equation}
v_x=v_s-v-v_H[n_s],\quad \Delta_x=\Sigma_x[\gamma_s]-v_x,\quad
R(\mathbf r)=2\!\int\!\frac{d\xi}{2\pi}[G_s\Delta_xG_s](\mathbf r,\mathbf r).
\label{eq:R}
\end{equation}
$R=0$ reads $\chi_sv_x=b$, with $b=2\int\frac{d\xi}{2\pi}[G_s\Sigma_xG_s](\mathbf r,\mathbf r)$ and $\chi_s(\mathbf r,\mathbf r')=\delta n_s(\mathbf r)/\delta v_s(\mathbf r')=2\int\frac{d\xi}{2\pi}G_s(\mathbf r,\mathbf r')G_s(\mathbf r',\mathbf r)$. For $\varepsilon_p\neq\varepsilon_q$,
\begin{equation}
\int\frac{d\xi}{2\pi}\frac{1}{(z-\varepsilon_p)(z-\varepsilon_q)}=\int\frac{d\xi}{2\pi}\frac{(z-\varepsilon_p)^{-1}-(z-\varepsilon_q)^{-1}}{\varepsilon_p-\varepsilon_q}=\frac{f_p-f_q}{\varepsilon_p-\varepsilon_q}.
\label{eq:pf}
\end{equation}
For $\varepsilon_p=\varepsilon_q$ the integral is zero. Hence, with $g$ real,
\begin{equation}
R(\mathbf r)=2\sum_{i}^{\rm occ}\sum_a^{\rm empty}\frac{\varphi_a(\mathbf r)\varphi_i^*(\mathbf r)\,\langle a|\Sigma_x-v_x|i\rangle}{\varepsilon_i-\varepsilon_a}+{\rm c.c.}=0 .
\label{eq:oep}
\end{equation}
\begin{equation}
\iint g\,\chi_s\,g=4\sum_{ia}\frac{|\langle a|g|i\rangle|^2}{\varepsilon_i-\varepsilon_a}\le0 .
\label{eq:neg}
\end{equation}
With complete orbitals, equality makes $g$ constant on any region connected by nonzero $\gamma_s$.

\section{Identity with the OEP equation}

The exchange-only OEP is the local $v_s$ that makes the Hartree-Fock energy expression, evaluated on the occupied orbitals of $h_s$, stationary:
\begin{equation}
E=2\,\mathrm{Tr}(h_0\gamma_s)+\tfrac12\iint n_swn_s+E_x,\qquad E_x=-\iint w\,|\gamma_s(\mathbf r,\mathbf r')|^2 .
\end{equation}
The exchange prefactor is $-\frac12$ per spin. Writing $|\gamma_s|^2=\gamma_s(\mathbf r,\mathbf r')\gamma_s(\mathbf r',\mathbf r)$, the two terms of its variation are equal by the symmetry of $w$, so $\delta E_x=2\,\mathrm{Tr}(\Sigma_x\delta\gamma_s)$. The Hartree term gives $\int v_H\delta n_s=2\,\mathrm{Tr}(v_H\delta\gamma_s)$. Thus $\delta E=2\,\mathrm{Tr}(F\delta\gamma_s)$ with $F=h_0+v_H+\Sigma_x=h_s+\Delta_x$. From \eqref{eq:gam}, $\delta\gamma_s=\int\frac{d\xi}{2\pi}G_s\delta v_sG_s$, and cyclic invariance of the trace gives
\begin{equation}
\frac{\delta E}{\delta v_s(\mathbf r)}=2\!\int\!\frac{d\xi}{2\pi}[G_s(h_s+\Delta_x)G_s](\mathbf r,\mathbf r)=R(\mathbf r).
\label{eq:grad}
\end{equation}
The $h_s$ term is diagonal in the orbitals and vanishes by the $p=q$ case of \eqref{eq:pf}. The linearized residual is therefore the energy gradient at every $v_s$, not only at the root, and $R=0$ is the OEP condition. The same steps for $E_x$ alone give $\delta E_x/\delta v_s=b$. When the constant is the only null vector of $\chi_s$, the density $n_s$ determines $v_s$ locally up to a constant, so $E_x$ is a functional of $n_s$, and the chain rule reads $b=\chi_s\,(\delta E_x/\delta n)$. Comparison with $\chi_sv_x=b$ gives $v_x=\delta E_x/\delta n$ up to a constant at the root.

The empty states can be eliminated. For nondegenerate occupied levels let $\psi_i=\sum_{p\ne i}\varphi_p\langle p|\Delta_x|i\rangle/(\varepsilon_i-\varepsilon_p)$, including occupied $p$. Acting with $h_s-\varepsilon_i$ cancels the denominator up to a sign, and completeness gives
\begin{equation}
(h_s-\varepsilon_i)\psi_i=-\left(\Delta_x-\langle i|\Delta_x|i\rangle\right)\varphi_i,\qquad \langle\varphi_i|\psi_i\rangle=0 .
\end{equation}
In $\sum_i\psi_i\varphi_i^*+{\rm c.c.}$ the occupied term $\varphi_j\langle j|\Delta_x|i\rangle\varphi_i^*/(\varepsilon_i-\varepsilon_j)$ meets the conjugate of the term with $i\leftrightarrow j$, which has the same numerator and the opposite denominator. They cancel, leaving $R=2\sum_i\psi_i\varphi_i^*+{\rm c.c.}$

The constant can be fixed by $\langle H|v_x|H\rangle=\langle H|\Sigma_x|H\rangle$ for the highest occupied orbital $H$. To see what this means, remove $P=|H\rangle\langle H|$ from one spin channel at frozen orbitals. The energy is quadratic in the density matrices, so with $\rho=|\varphi_H|^2$ the change is $-\mathrm{Tr}(FP)+\frac12\iint\rho w\rho-\frac12\iint w|P|^2$. The last two terms cancel since $|P(\mathbf r,\mathbf r')|^2=\rho(\mathbf r)\rho(\mathbf r')$. Hence $E(N)-E(N-1)=\langle H|F|H\rangle=\varepsilon_H+\langle H|\Delta_x|H\rangle$, which equals $\varepsilon_H$ in this gauge.

\section{What the linearization drops}

With $\Sigma_x[\gamma]$ built from $G$ itself, $G$ is the Hartree-Fock resolvent, and \eqref{eq:sse} returns the local potential whose density is $n_{HF}$. Scale $w\to\lambda w$ at fixed $v$, so that $\Delta=O(\lambda)$. By \eqref{eq:dyson}, $\gamma-\gamma_s=O(\lambda)$, and
\begin{equation}
G_s\Delta G=G_s\Delta_xG_s-G_s\,[w(\gamma-\gamma_s)]\,G_s+G_s\Delta G_s\Delta G .
\end{equation}
Both dropped terms are $O(\lambda^2)$, so making only one of the two replacements does not raise the order. The full solution thus has $R=O(\lambda^2)$. A change $\delta v_s$ alters $R$ by $-\chi_s\delta v_s$ plus terms $O(\lambda)\delta v_s$, so for small $\lambda$ the two potentials differ at $O(\lambda^2)$, and so do $n_{OEP}$ and $n_{HF}$. For the exact $\Sigma_{xc}$ the dynamic part adds another $O(\lambda^2)$ term, so $v_{xc}-v_x^{OEP}=O(\lambda^2)$. The off-diagonal part of $\gamma_{HF}-\gamma_s$ remains $O(\lambda)$, and $E$ is stationary at $\gamma_{HF}$ with curvature of the order of level spacings, so $E_{OEP}-E_{HF}=O(\lambda^2)$. If both solutions are the global minima of their search spaces, $E_{HF}\le E_{OEP}\le E[v_s]$ for every local $v_s$.

For a two-electron singlet $\gamma_s=\varphi\varphi^*$ and $n_s=2|\varphi|^2$, so $\Sigma_x\varphi=-\varphi\int w|\varphi|^2=-\frac12v_H\varphi$. The choice $v_x=-v_H/2$ makes every $\langle a|\Delta_x|i\rangle=\langle a|F|i\rangle$ vanish, which is also the Hartree-Fock condition, so $E_{OEP}=E_{HF}$.

\section{Implementation and failure modes}

For real $h_s$, $G_s(z^*)=G_s(z)^*$ and $\int d\xi/2\pi\to\pi^{-1}\mathrm{Re}\int_0^\infty d\xi$. The map $\xi=s(1+t)/(1-t)$ with Gauss-Legendre nodes $t$ covers the half line. The poles sit at $\xi=i(\mu-\varepsilon_p)$, a distance $|\varepsilon_p-\mu|$ from the contour, so $s$ should lie between half the gap and the bandwidth. One iteration sets $\mu$ at midgap, forms $G_s$, $\gamma_s$, $\Sigma_x$, $\chi_s$ and $b$, solves $\chi_sv_x=b$ on the complement of the constant, and mixes $v+v_H+v_x$ into $v_s$. By \eqref{eq:R} the unmixed step is $\chi_s^{-1}R$, which by \eqref{eq:neg} and \eqref{eq:grad} points downhill in $E$.

Without a gap, or with a partly filled degenerate level, \eqref{eq:pole} has a pole on the contour and the derivation does not apply as written. In a partly filled degenerate level, integer occupations select one of several determinants of equal noninteracting energy, whose density can be less symmetric than the potential; equal fractional occupations restore the symmetry. For a bounded $g$ confined to a region where $n_s$ is small, every term of \eqref{eq:neg} is small. Errors in $b$ are amplified by up to the inverse of the smallest nonzero eigenvalue of $|\chi_s|$. An incomplete orbital basis breaks the argument below \eqref{eq:neg}. Take the orbitals real. If the potential basis has more nonconstant functions than there are independent products $\varphi_a\varphi_i$, nonconstant null vectors exist and $v_x$ is not unique. If all products are linearly independent as seen by the potential basis, \eqref{eq:oep} forces each $\langle a|F|i\rangle$ to zero, so any root is a Hartree-Fock solution in that basis and its energy collapses to the Hartree-Fock one. Independence alone does not guarantee that such a root exists with the occupied levels lowest.

\section{Worked example}
\label{sec:ex}

The model is a hard-wall wire with round parameters: $L=0.5$~nm, $v=eF_0(x-L/2)$ with $F_0=10$~V/nm, and $w=e^2/(4\pi\varepsilon_0\sqrt{x^2+a^2})$ with $a=0.1$~nm, so $w(0)=1.439965/0.1=14.40$~eV. The kinetic energy is the three-point formula with hopping $\hbar^2/2mh^2$ on spacing $h$. The lattice is taken as the full Hilbert space; the digits refer to it and not to the continuum limit. Site quantities are $h\,n(x_j)$, so $R$ is dimensionless and $\chi_s$ is in eV$^{-1}$. The numerical check asserts the identities quoted here.

\subsection{Full equation, six sites, four electrons}

Here $h=0.07143$~nm, the hopping is $7.468$~eV, and $G$ comes from exact diagonalization. The removal and addition energies $30.2116$ and $44.3925$~eV give $\mu=37.3021$~eV and a gap $44.3925-30.2116=14.1809$~eV. $\Sigma_{xc}$ is obtained from $G^{-1}$, so \eqref{eq:dyson} is algebra; the tests concern \eqref{eq:gam}, \eqref{eq:fock}, the root and the trace. At $\xi=10^5$~eV the real part of $\Sigma_{xc}$ matches $-w\gamma$ to $3\times10^{-8}$~eV, while at $\xi=10$~eV the largest imaginary element is $0.32$~eV, so the self-energy is dynamic. The root, minus its mean, is $(-0.29,-0.69,1.42,0.47,-0.84,-0.06)$~eV and agrees with an orbital-based density inversion to $3\times10^{-13}$~eV up to a constant.

The Kohn-Sham gap is $6.2357$~eV, so with $\mu$ at its middle the window is $|c|<3.118$~eV. A shift of $1.5589$~eV leaves a residual of $4\times10^{-15}$; a shift of $4.3751$~eV lifts one level above $\mu$ and the trace becomes $2$. Aligning $\varepsilon_H$ with the removal energy would put the lowest empty level at $30.2116+6.2357=36.4473$~eV, below $\mu=37.3021$~eV. In this model that gauge and the interacting midgap $\mu$ cannot be used together.

\subsection{Exchange only, 24 sites, four electrons}

Here $h=0.02$~nm and the hopping is $0.038100/0.02^2=95.25$~eV. There are $2\times22=44$ products for 23 nonconstant potentials, so no collapse is forced. At the trial potential $v+\frac34v_H$, with $v_H$ from the noninteracting density, $\max|R|=0.025$, and $R$ equals the finite-difference gradient of $E$ to $3\times10^{-12}$. The eigenvalues of $\chi_s$ off the constant run from $-2.583\times10^{-2}$ to $-2.409\times10^{-4}$~eV$^{-1}$, a condition number of $107$. The root of $R=0$ found by quadrature agrees to $5\times10^{-9}$~eV, up to a constant, with a minimization of $E$ that uses energies alone. The smallest Hessian eigenvalue there is $+2.0\times10^{-4}$~eV$^{-1}$, so the root is a local minimum. The root of the full Fock SSE matches the inversion of $n_{HF}$ to $6\times10^{-11}$~eV. The energies are
\begin{align}
E_{OEP}&=65.287702\ \text{eV}=1.046024\times10^{-17}\ \text{J},\\
E_{OEP}-E_{HF}&=65.287702-65.264315=0.023387\ \text{eV}=3.747\times10^{-21}\ \text{J},\\
E[\text{trial}]-E_{OEP}&=65.375919-65.287702=0.088217\ \text{eV}.
\end{align}
The cost of locality is $0.10\%$ of $|E_x|=23.94$~eV. The Hartree-Fock-density potential lies only $4.28\times10^{-5}$~eV above $E_{OEP}$. Stationarity makes this excess quadratic in the potential difference; its exponent in $\lambda$ was not measured. The density-weighted rms difference of the two potentials is $0.0199$~eV, which is $2.0\%$ of the rms variation $1.008$~eV of $v_x^{OEP}$, and $\int|n_{OEP}-n_{HF}|dx=3.9\times10^{-3}$, about $0.1\%$ of $N$. In the table $v_x^{OEP}$ is in the $H$ gauge and the other potential shares its density-weighted mean.
\begin{center}
\begin{tabular}{cccc}
$x$ (nm) & $n_{OEP}$ (nm$^{-1}$) & $v_x^{OEP}$ (eV) & $v_x^{n_{HF}}$ (eV)\\
0.06 & 8.94 & $-10.965$ & $-10.968$\\
0.14 & 12.52 & $-12.266$ & $-12.238$\\
0.22 & 5.14 & $-9.097$ & $-9.130$\\
0.28 & 6.13 & $-10.287$ & $-10.336$\\
0.36 & 12.34 & $-12.359$ & $-12.344$\\
0.44 & 6.79 & $-10.643$ & $-10.652$
\end{tabular}
\end{center}
The level $\varepsilon_H=30.4261$~eV equals the frozen-orbital energy difference and is near the Hartree-Fock value $30.3858$~eV, which has the same meaning for its own orbitals. The empty levels differ by $46.4741-38.3720=8.10$~eV. Equation \eqref{eq:oep} constrains only the occupied-empty block of $\Delta_x$, so $\varepsilon_a$ need not equal $\langle a|F|a\rangle$. For two electrons $v_x+v_H/2$ is constant to $8\times10^{-11}$~eV.

Halving $\lambda$ from $0.02$ to $0.01$ gives the exponents. For the potential difference, $\log_2(8.4830/2.1203)=2.000$. The density difference gives $2.007$, $E_{OEP}-E_{HF}$ gives $1.997$, $v_{xc}-v_x^{OEP}$ on six sites gives $1.996$, and $v_x^{OEP}$ itself gives $1.001$. The leading order is only a rough guide at full coupling: $1.3128\times10^{-5}/0.02^2=0.0328$~eV overestimates $E_{OEP}-E_{HF}=0.0234$~eV by $40\%$ of the latter, while $8.483\times10^{-6}/0.02^2=0.0212$~eV is within $7\%$ of the computed $0.0199$~eV.

\section*{Computed values}
\begin{verbatim}
hbar^2/2m = 0.038100 eV nm^2, e^2/(4 pi eps0) = 1.439965 eV nm
L = 0.5 nm, a = 0.1 nm, F = 10.0 V/nm, w(0) = 14.3996 eV
complex case, quadrature - pair sum: 1.9e-16
6 sites: h = 0.07143 nm, hopping = 7.4676 eV, E0 = 63.90089 eV
E(N)-E(N-1) = 30.2116 eV, E(N+1)-E(N) = 44.3925 eV, mu = 37.3021 eV
fundamental gap = 14.1809 eV, Kohn-Sham gap = 6.2357 eV
site occupations: 0.8534 0.8253 0.3773 0.4630 0.8275 0.6534
vxc - mean from SSE (eV): -0.2905 -0.6947 1.4178 0.4689 -0.8379 -0.0636
spread of SSE root - inversion: 2.6e-13 eV
max|Re Sigma(xi=1e5 eV) + w gamma| = 3.0e-08 eV; max|Im Sigma(10 eV)| = 0.3203 eV
shift 1.5589 eV: max residual 4.4e-15
shift 4.3751 eV: trace of residual 2.00000000
24 sites: h = 0.0200 nm, hopping = 95.250 eV
trial potential: max|R| = 0.02503, max|R - dE/dvs| = 2.8e-12
chi eigenvalues off the constant: -2.583e-02 to -2.409e-04 1/eV
spread of SSE root - minimizer: 4.8e-09 eV; min Hessian 2.022e-04 1/eV
spread of full Fock SSE - inversion of n_HF: 6.2e-11 eV
E_HF = 65.264315 eV, E_OEP = 65.287702 eV = 1.046024e-17 J
E[trial] = 65.375919 eV, E_x(OEP) = -23.938469 eV
E_OEP - E_HF = 2.3387e-02 eV = 3.7470e-21 J
E[HF-density potential] - E_OEP = 4.2839e-05 eV
OEP levels (HOMO gauge): 27.7367 30.4261 38.3720 eV, gap 7.9458 eV
HF levels: 26.6523 30.3858 46.4741 eV, gap 16.0883 eV
frozen-orbital E(N)-E(N-1) = 30.4261 eV
rms vx_OEP = 1.0077 eV, rms(vx_OEP - vx_HFdens) = 1.9853e-02 eV
Int|n_OEP - n_HF| dx = 3.8781e-03
x (nm), n_OEP (1/nm), n_HF (1/nm), vx_OEP (eV), vx_HFdens (eV)
0.06 8.9434 8.9425 -10.9653 -10.9680
0.14 12.5207 12.5074 -12.2662 -12.2383
0.22 5.1408 5.1566 -9.0969 -9.1295
0.28 6.1265 6.1413 -10.2868 -10.3360
0.36 12.3391 12.3255 -12.3589 -12.3435
0.44 6.7874 6.7885 -10.6426 -10.6524
N=2: spread of vx + vH/2 = 7.6e-11 eV, E_OEP - E_HF = 7.1e-15 eV
quantity at lam = 0.02, at lam = 0.01, exponent
rms vx_OEP (eV): 1.9254e-02 9.6230e-03 1.001
rms vx_OEP - vx_HFdens (eV): 8.4830e-06 2.1203e-06 2.000
Int|n_OEP - n_HF| dx: 1.3920e-06 3.4632e-07 2.007
E_OEP - E_HF (eV): 1.3128e-05 3.2884e-06 1.997
rms vxc_exact - vx_OEP, 6 sites (eV): 1.3844e-04 3.4704e-05 1.996
\end{verbatim}
